High-temperature ripple of the single-electron-box charge staircase

Suppose the charging energy of a single-electron box is to be found from the way its charge steps fade on warming. The fading looks exponential in temperature, so one may plot the logarithm of the step ripple against T and read the charging energy from the slope. For the box treated below, whose charging energy is 0.4005 meV, this gives 0.476 meV from data at 2.0 K and 4.2 K, an error of 19%. What is missing is a factor T in front of the exponential. The theorem supplies it, together with the range in which the law holds.

**Setting and assumptions**

A metal island exchanges electrons with a grounded lead through a tunnel junction. It is coupled by a capacitance Cg to a gate held at voltage Vg. Let C₀ be the capacitance of the island to ground, including the junction, and C = C₀ + Cg. With e > 0 the elementary charge and n the number of excess electrons, the island charge is −ne. Define

Ec = e²/2C, x = CgVg/e, t = kT/Ec, q = exp(−π²t).

The assumptions are these.

(a) The box is in thermal equilibrium, and n runs over all integers.
(b) The island is a normal metal whose level spacing δ is far below kT and also satisfies π²kTδ ≪ 2Ec², so the n-dependence of its internal free energy hardly changes the ripple about the measured average line. The theorem neglects this dependence, including the slight stretch of the gate period that it causes.
(c) The tunnel resistance R_T is far above h/e², so n is a good quantum number.
(d) The offset charge is fixed and is absorbed in x.

The ripple is the departure of the mean staircase from its straight average line, R(x) = ⟨n⟩ − x. Its amplitude A is the maximum of |R| over x.

**Theorem.** Under (a) to (d), for q ≪ 1,

R(x) = −2π (kT/Ec) exp(−π²kT/Ec) sin 2πx + O(tq²).

At every temperature the error satisfies

|R + 2πtq sin 2πx| ≤ 2πt [ q³/(1−q²) + q²/((1−q)(1−q⁴)) ].

The amplitude therefore scales as (kT/Ec) exp(−π²kT/Ec), with prefactor 2π.

**Lemma 1 (energy).** Up to a term independent of n, E_n = Ec(n − x)².

Proof. If φ is the island voltage, the island charge is

−ne = C₀φ + Cg(φ − Vg), so φ = (CgVg − ne)/C = (e/C)(x − n).

Bringing charge dQ from ground to the island at fixed Vg costs work φ dQ, beyond what the gate source supplies. With Q = −νe and dQ = −e dν,

E_n − E_0 = −(e²/C) ∫₀ⁿ (x − ν) dν = (e²/2C)(n² − 2nx) = Ec[(n − x)² − x²].

The term −Ec x² is the same for all n and cancels from thermal averages. ∎

**Lemma 2 (ripple from the partition function).** Let Z(x) = Σ_n exp[−(n − x)²/t]. Then R = (t/2) Z′/Z.

Proof. Differentiation of each term gives

Z′ = Σ_n (2/t)(n − x) exp[−(n − x)²/t] = (2/t) Z ⟨n − x⟩. ∎

**Lemma 3 (Poisson summation).**

Z(x) = √(πt) Σ_m q^{m²} exp(2πimx) = √(πt) [1 + 2 Σ_{m≥1} q^{m²} cos 2πmx].

Proof. Z is smooth and has period 1, since x → x + 1 only relabels n. It therefore equals its Fourier series, with coefficients

c_m = Σ_n ∫₀¹ exp[−(x − n)²/t − 2πimx] dx.

Put y = x − n. Because exp(−2πimn) = 1, the unit intervals join into the whole line:

c_m = ∫ exp(−y²/t − 2πimy) dy, with y from −∞ to ∞.

Completing the square,

y²/t + 2πimy = (y + iπmt)²/t + π²m²t.

The Gaussian is entire and vanishes at both ends of the strip, so the line of integration may be shifted back to the real axis. This gives c_m = √(πt) exp(−π²m²t). ∎

**Proof of the leading law.** Insert Lemma 3 into Lemma 2; the factor √(πt) cancels:

R = (t/2) · [−4πq sin 2πx + O(q⁴)] / [1 + O(q)] = −2πtq sin 2πx + O(tq²). ∎

The weights of the charge states sample a Gaussian of variance t/2 at the integers. On warming the Gaussian widens, and its Fourier component at unit period, which is all that reveals the discreteness of charge at leading order, falls as exp(−π²t). That is why T stands in the numerator of the exponent, unlike in an activation law. The factor t comes from turning the derivative of ln Z into a mean charge.

**Lemma 4 (all harmonics).** For every t > 0,

R(x) = πt Σ_{k≥1} (−1)^k sin(2πkx) / sinh(kπ²t).

Proof. Continue Z to complex x. Expanding the square,

−(n − x − iπt)²/t = −(n − x)²/t + 2πi(n − x) + π²t,

and exp(2πin) = 1, so

Z(x + iπt) = exp(π²t − 2πix) Z(x).

Hence G = Z′/Z obeys G(x + iπt) = G(x) − 2πi, besides having period 1.

Take the rectangle with corners 0, 1, 1 + iπt and iπt. On the real axis Z > 0, and the top side is then free of zeros by the relation just found. On the left side Lemma 3 gives Z(iy) = √(πt) Σ_m q^{m²} exp(−2πmy) > 0, and the right side follows by periodicity. Going round counterclockwise, the vertical sides cancel, so

∮ G dx = ∫₀¹ [G(x) − G(x + iπt)] dx = 2πi.

Z thus has one simple zero inside. It lies at x₀ = 1/2 + iπt/2, because there the terms in Lemma 3 become

q^{m²} exp(2πimx₀) = (−1)^m exp[−π²t(m² + m)],

and the replacement m → −1 − m keeps m² + m but reverses the sign, so the terms cancel in pairs.

Now let γ_k = ∫₀¹ G exp(−2πikx) dx for k ≥ 1. On the top side the exponential gains a factor exp(2π²kt), and the constant −2πi in G integrates to zero against exp(−2πikx). G has residue 1 at x₀, so the same contour gives

γ_k [1 − exp(2π²kt)] = 2πi exp(−2πikx₀) = 2πi (−1)^k exp(π²kt).

Dividing by exp(π²kt),

γ_k = 2πi (−1)^k / [exp(−π²kt) − exp(π²kt)] = −πi (−1)^k / sinh(kπ²t).

Z is even in x, so G is odd, γ₀ = 0 and γ_{−k} = −γ_k. The terms k and −k combine to 2iγ_k sin 2πkx = 2π(−1)^k sin(2πkx)/sinh(kπ²t). Multiplying by t/2 gives the lemma. ∎

**Proof of the error bound.** Write 1/sinh(kπ²t) = 2q^k/(1 − q^{2k}). The first harmonic differs from the leading law by at most

πt [2q/(1−q²) − 2q] = 2πt q³/(1−q²).

For k ≥ 2 we have 1 − q^{2k} ≥ 1 − q⁴, so the other harmonics add at most

2πt Σ_{k≥2} q^k/(1−q⁴) = 2πt q²/[(1−q)(1−q⁴)]. ∎

**Remark 1: how good the amplitude is.** The amplitude is more accurate than the whole curve, because the second harmonic vanishes at x = 1/4, where the first one peaks. Let a_k = πt/sinh(kπ²t) and 2πx = π/2 + ε. To second order in ε, and with a₃ kept at ε = 0,

−R ≈ a₁(1 − ε²/2) + 2a₂ε − a₃.

The maximum is at ε = 2a₂/a₁ and equals a₁ + 2a₂²/a₁ − a₃. For small q, a₁ ≈ 2πtq(1 + q²), a₂ ≈ 2πtq² and a₃ ≈ 2πtq³. Therefore

A ≈ 2πtq (1 + q² + 2q² − q²) = 2πtq (1 + 2q²).

"High temperature" thus means 2q² ≪ 1 for the amplitude, which can hold while kT is still well below Ec.

**Remark 2: the cold limit.** As t → 0, πt/sinh(kπ²t) → 1/(πk), and Lemma 4 becomes the Fourier series of the sawtooth R = −x for |x| < 1/2. This is the sharp staircase, with n = 0 throughout that interval and an amplitude approaching 1/2. The leading law fails here. As a function of t, t exp(−π²t) has its maximum where 1/t = π², and the law then gives (2/π) exp(−1) = 0.234. Below that temperature it predicts a ripple that shrinks on cooling, which is false.

**Worked example**

Take a junction capacitance of 0.16 fF, a gate capacitance of 0.02 fF and a stray capacitance of 0.02 fF, so C = 0.20 fF. Then e/C = 801.1 μV. Since Ec = e²/2C is e times half this voltage, Ec = 0.4005 meV, or Ec/k = 4.648 K. The gate period is e/Cg = 8.01 mV.

At 2.0 K,

t = 2.0/4.648 = 0.4303, q = exp(−π² × 0.4303) = 0.01431,
A ≈ 2π × 0.4303 × 0.01431 = 0.0387.

At x = 0.25 the mean charge is therefore 0.25 − 0.0387 = 0.2113 electrons. Direct summation over charge states gives the same value to the digits shown. Amplitudes in units of e at other temperatures, with the device held fixed, are:

T (K)   direct sum   leading law
0.2     0.396        0.177
1.0     0.1663       0.1617
2.0     0.0387       0.0387
4.2     0.00076      0.00076

At 1.0 K, where kT is only 0.22 Ec, the law is 2.8% low, in line with 2q² = 0.029 from Remark 1. At 0.2 K, below the false maximum at 0.47 K, it is wrong by more than a factor of two.

To recover Ec from two temperatures, write the law as

ln(A/T) = ln(2πk/Ec) − π²kT/Ec.

Subtracting its values at T₁ = 2.0 K and T₂ = 4.2 K removes the first term:

Ec/k = π²(T₂ − T₁) / [ln(A₁/A₂) + ln(T₂/T₁)] = 21.71 K / (3.930 + 0.742) = 4.65 K.

This is the correct 0.4005 meV. Without ln(T₂/T₁) the result is 21.71 K/3.930 ≈ 5.5 K, or 0.476 meV, the error described at the start.

**Proposition (weak tunnelling).** Let g = h/(e²R_T). To first order in g and leading order in q, tunnelling multiplies the ripple by

1 − (g/2) J, J = ∫₀¹ exp[−u(1−u)/t] du.

Proof. Let β = 1/kT, and let V be the tunnelling part of the Hamiltonian. The second-order term of Tr exp(−βH) is a double integral over two imaginary times. By cyclicity of the trace, its integrand F depends only on their separation τ, and F(τ) = F(β − τ). The term is therefore

∫₀^β (β − τ) F(τ) dτ = (β/2) ∫₀^β F(τ) dτ.

Divided by the partition function of the uncoupled electrons, F is the charge factor Σ_n Σ_± exp[−(β−τ)E_n − τE_{n±1}] times

a ∫∫ f(ε)[1 − f(ε′)] exp[−τ(ε′ − ε)] dε dε′,

where f is the Fermi function and a is the squared tunnel matrix element times both densities of states, taken constant. The golden rule at voltage V_b gives the current e(2π/ħ)a·eV_b, which must equal V_b/R_T. Hence a = ħ/(2πe²R_T) = g/4π².

Each energy integral has the form I = ∫ exp(uy)/(1 + exp y) dy, apart from a factor 1/β, with u = τ/β. Shifting y by 2πi multiplies the integrand by exp(2πiu) and encloses the pole at iπ, whose residue is −exp(iπu). Thus [1 − exp(2πiu)] I = −2πi exp(iπu), so I = π/sin πu.

For the charge factor put y = n − x and complete the square:

(1−u)y² + u(y ± 1)² = (y ± u)² + u(1−u).

The sum over n is then a shifted copy of Z, and

δ ln Z = (g/8) ∫₀¹ du exp[−u(1−u)/t] [Z(x+u) + Z(x−u)] / [Z(x) sin²πu].

By Lemma 3, to first order in q,

[Z(x+u) + Z(x−u)]/Z(x) = 2 + 4q cos 2πx (cos 2πu − 1) = 2 − 8q cos 2πx sin²πu.

The first term gives a constant independent of x, made finite by the real band width. The second gives −gqJ cos 2πx. Without tunnelling, ln Z = const + 2q cos 2πx, so the x-dependent part is multiplied by 1 − gJ/2. Lemma 2 still holds, because V does not depend on x and −kT ∂ln Z/∂x = ⟨∂H/∂x⟩ = −2Ec⟨n − x⟩. ∎

Since J → 1 at high temperature, the fractional loss tends to g/2.

**The model beside a real device**

The parameters are rough typical values for a lithographic thin-film metal box with an oxide junction on a substrate of low permittivity, such as silica. On silicon the stray capacitance of an island of the size given below would be larger, and Ec smaller. For R_T = 200 kΩ, g = 0.129, and tunnelling lowers the ripple by about 4% at 2.0 K and 5% at 4.2 K. The two losses nearly cancel in the recovered Ec, which moves only to 0.3997 meV. Real offset charges drift. If they spread as a Gaussian of rms σ, averaging sin 2πx multiplies the ripple by exp(−2π²σ²), a loss of 0.2% for an assumed σ = 0.01. An island of 1000 × 100 × 30 nm³ with a rough 20 states per eV per nm³ has a level spacing δ of 17 neV. Filling evenly spaced levels adds δn²/2 to the energy, which raises Ec by δ/2 and so increases the ripple at 4.2 K by about 0.02%. It also stretches the gate period by about 2 parts in 10⁵, so the ripple must be taken from the average line actually measured. A superconducting island lies outside assumption (b): at low enough temperature its free energy also depends on whether the electron number is even or odd. Keeping the metal in its normal state avoids this.

Thermometry matters more. From the leading law, d ln A/d ln T = 1 − π²t = −7.9 at 4.2 K, so a 1% error in temperature changes the predicted amplitude by about 8%. The signal is also small. The mean island voltage is −(e/C)R, with amplitude 0.61 μV at 4.2 K, while the charge variance t/2 gives voltage fluctuations of √(kT/C) = 0.54 mV. The ripple is a property of the mean and has to be averaged out of much larger fluctuations. Across a 1 nm barrier this rms voltage is a field of 0.005 MV/cm, far below oxide breakdown, which is roughly several MV/cm.

Table of computed values

```
junction, gate, stray capacitance: 0.16, 0.02, 0.02 fF
total capacitance C = 0.20 fF
charging energy Ec = 0.4005 meV
Ec/k = 4.648 K
gate period e/Cg = 8.011 mV
island voltage unit e/C = 801.1 uV
leading law has its false maximum at T = 0.471 K
height of false maximum = 0.2342 e
zeros of Z per cell (phase winding) = 1.000000
power of t in prefactor, from sums = 1.000000
ripple amplitude, direct sum and leading law:
T(K)  kT/Ec   q          direct(e)   law(e)      law/direct
0.2   0.0430  6.540e-01  3.9637e-01  1.7681e-01  0.44607
0.5   0.1076  3.459e-01  2.9208e-01  2.3377e-01  0.80037
1.0   0.2151  1.196e-01  1.6634e-01  1.6171e-01  0.97215
1.5   0.3227  4.138e-02  8.4186e-02  8.3898e-02  0.99659
2.0   0.4303  1.431e-02  3.8707e-02  3.8691e-02  0.99959
3.0   0.6454  1.712e-03  6.9430e-03  6.9429e-03  0.99999
4.2   0.9036  1.339e-04  7.6046e-04  7.6046e-04  1.00000
island-voltage amplitude and loss of ripple by tunnelling:
T(K)  voltage(uV)  J        loss(%)
1.0    133.2563    0.4912   3.17
2.0     31.0077    0.6895   4.45
4.2      0.6092    0.8344   5.38
at 2.0 K, x = 0.25: mean n = 0.211309
same from leading law: 0.211309
error bound of the law at 2.0 K = 5.70e-04 e
Ec recovered from 2.0 and 4.2 K, ln(A/T): 0.4005 meV
Ec recovered without prefactor, ln(A): 0.4761 meV
Ec from ln(A/T) with tunnelling loss: 0.3997 meV
tunnel resistance = 200 kohm, g = 0.1291
island volume = 3.00e+06 nm^3
density of states = 20 per eV per nm^3
level spacing = 16.67 neV
level spacing / kT at 1.0 K = 1.93e-04
ripple loss by spacing at 4.2 K = 0.0186 %
rms offset noise = 0.01 e, ripple loss = 0.197 %
rms junction voltage at 4.2 K = 0.538 mV
barrier thickness = 1.0 nm, rms field = 5.38e-03 MV/cm
d ln(A)/d ln(T) at 4.2 K = -7.918
```
